Ray direction of hyperbolic phonon polaritons in hexagonal boron nitride

**Problem**

Hexagonal boron nitride is a layered crystal whose optic axis, z, is normal to the layers. At a wavenumber of 1500 cm⁻¹ its relative permittivity is taken as e_t = −4.47 for fields in the layers and e_z = 2.81 for fields along the axis. Loss is neglected at first, the crystal is non-magnetic, and each permittivity depends on frequency but not on wavevector.

(a) Find the relation between the wavevector components k_x and k_z of a wave whose magnetic field is normal to the x–z plane.

(b) Show that at high wavevector the energy of this wave travels at about 52° to the optic axis.

(c) A sharp edge on top of a flake 100 nm thick excites waves with k_x around 0.05 nm⁻¹. Is this wavevector high enough for (b)? How far from the edge does the ray return to the top face?

**Hints**

1. Ampère's law gives both electric components in terms of the single magnetic component. Faraday's law then closes the system.

2. In an anisotropic crystal the energy need not flow along the wavevector. Compute the Poynting vector and keep the sign of each component.

3. "High wavevector" needs a scale. Compare k_x with k0 = ω/c, and look for the smallest k_x at which k_z is real.

4. For (c), k_x is conserved on reflection from a flat face parallel to the layers.

**Solution**

*Part (a): the dispersion relation.* Let all fields vary as exp(i k·r − iωt), with k = (k_x, 0, k_z) and H = (0, H, 0). A spatial derivative becomes a factor ik and a time derivative a factor −iω, so Ampère's law reads

k × H = −ω ε0 (e_t E_x, e_t E_y, e_z E_z).

The left side is (−k_z H, 0, k_x H). Comparing components gives

E_x = k_z H / (ω ε0 e_t),

E_z = −k_x H / (ω ε0 e_z),

and E_y = 0. Faraday's law is k × E = ω μ0 H, with y component

k_z E_x − k_x E_z = ω μ0 H.

Insert the electric components, divide by H, multiply by ω ε0 and use ε0 μ0 = 1/c²:

k_x²/e_z + k_z²/e_t = k0².

Since e_t is negative and e_z positive, this is a hyperbola. Solving for k_z gives

k_z² = e_t (k0² − k_x²/e_z) = −e_t (k_x²/e_z − k0²).

The prefactor −e_t is positive, so k_z is real when |k_x| > √e_z k0. Within the local model there is no upper limit to k_x. The other polarization, with E along y, obeys k_x² + k_z² = e_t k0². Its right side is negative, so it cannot propagate with a real wavevector.

*Part (b): the direction of energy flow.* The time-averaged Poynting vector is S = ½ Re(E × H*). With H along y its components are

S_x = −½ Re(E_z H*) = |H|² k_x / (2ω ε0 e_z),

S_z = ½ Re(E_x H*) = |H|² k_z / (2ω ε0 e_t).

S_x has the sign of k_x, but S_z has the sign opposite to k_z, because e_t is negative. A wave that carries energy down into the crystal therefore has wavefronts whose motion along z is upward.

The group velocity confirms this direction. Define

F = k_x²/e_z(ω) + k_z²/e_t(ω) − ω²/c²,

which vanishes on the dispersion curve. Differentiating F = 0 with respect to k gives

v_g = −(∂F/∂k) / (∂F/∂ω), where ∂F/∂k = 2 (k_x/e_z, 0, k_z/e_t).

The denominator is

∂F/∂ω = −(k_x²/e_z²) de_z/dω − (k_z²/e_t²) de_t/dω − 2ω/c².

For a phonon resonance with transverse frequency ω_TO and longitudinal frequency ω_LO, the lossless permittivity is

e(ω) = e_inf [1 + (ω_LO² − ω_TO²)/(ω_TO² − ω²)],

and its derivative is

de/dω = 2ω e_inf (ω_LO² − ω_TO²)/(ω_TO² − ω²)².

This is positive because ω_LO > ω_TO. Hence ∂F/∂ω is negative, and v_g is parallel to (k_x/e_z, 0, k_z/e_t), which is the direction of S.

Let θ be the acute angle between the ray and the axis. Then

tan θ = |S_x/S_z| = (|k_x|/e_z) (−e_t/|k_z|).

Write q = |k_x|/k0. From part (a),

|k_z| = k0 √(−e_t) √(q²/e_z − 1) = |k_x| √(−e_t/e_z) √(1 − e_z/q²).

Substitution cancels |k_x| and one factor √(−e_t/e_z):

tan θ = √(−e_t/e_z) / √(1 − e_z/q²).

At the cutoff q = √e_z = 1.676 the denominator vanishes and energy flows along the layers, at 90° to the axis. As q grows the angle falls towards a limit that no longer depends on q:

tan θ = √(−e_t/e_z) = √(4.47/2.81) = √1.5907 = 1.2612,

θ = 51.59°, or about 52°.

The wavevector itself points elsewhere. In the same limit |k_x/k_z| = √(−e_z/e_t), the reciprocal of tan θ, so k lies at 38.4° to the axis. The dispersion relation shows how the two directions are related:

k·S = |H|²/(2ω ε0) (k_x²/e_z + k_z²/e_t) = |H|² k0²/(2ω ε0).

This product stays fixed at given H while |k| and |S| both grow in proportion to q. The cosine of the angle between k and S therefore falls as 1/q², and the ray becomes perpendicular to its wavevector.

The common direction is what allows a narrow ray to exist. For energy flowing towards +z with k_x > 0, k_z is close to −k_x √(−e_t/e_z), and the phase of the wave is

k_x x + k_z z = k_x [x − z √(−e_t/e_z)].

On the line x = z tan θ the bracket is zero, so waves of all high k_x that start in phase at the source add in phase there. A line source sends two such rays into the crystal, one to each side. A point source gives a cone, because the crystal is taken as isotropic within its layers.

*Part (c): the flake.* At 1500 cm⁻¹, k0 = 2π × 1500 cm⁻¹ = 9.425 × 10⁻⁴ nm⁻¹. The edge therefore supplies

q = 0.05 / (9.425 × 10⁻⁴) = 53.05,

far above the cutoff. To find the remaining error, expand 1/√(1 − e_z/q²) ≈ 1 + e_z/(2q²). A small change in tan θ changes θ by cos²θ times that amount, so

δθ ≈ sin θ cos θ e_z/(2q²) = 0.487 × 2.81/(2 × 53.05²) = 2.43 × 10⁻⁴ rad = 0.014°.

The high-wavevector limit serves well. One crossing displaces the ray sideways by

100 nm × 1.2612 = 126 nm.

Reflection at the lower face conserves k_x and reverses the sign of k_z, so the ray returns at the same angle. It reaches the top face 252 nm from the edge, if the reflection itself adds no sideways shift.

A wave with a single k_x fills the whole flake; a ray needs a range of k_x. In a finite flake that range is made of discrete guided modes. If the reflection phases are the same for successive modes, |k_z| changes by π/d from one to the next, where d is the thickness, and k_x changes by

(π/d) √(−e_z/e_t) = 0.0249 nm⁻¹.

This is half the example's k_x. Each mode travels away from the edge and is a standing wave only across the thickness. One mode alone therefore shows no bright spots along the flake, and two give only a broad beat; a distinct ray requires several modes in step.

**Numerical tests of the direction**

The permittivities can be represented by the phonon formula above with rough typical parameters. The in-plane ones are e_inf = 4.87, TO = 1370 cm⁻¹ and LO = 1610 cm⁻¹; the axial ones are 2.95, 780 cm⁻¹ and 830 cm⁻¹. They give e_t = −4.465 and e_z = 2.805, with a limiting angle of 51.60°.

In the first test, Maxwell's equations and the equations of motion of the two lattice oscillators were solved together as an eigenvalue problem for the frequency. Its matrix contains the constants e_inf and the TO and LO frequencies, but not the frequency-dependent permittivity. The slope of the frequency with k gave ray angles of 66.58° at q = 2, 53.25° at q = 5 and 51.61° at q = 53.05. The formula for finite q agrees with each to within 0.001°. At q = 5 the ray is still more than 1.5° from its limit.

In the second test, the waves from a line source with spectrum exp[−(k_x a)²/2] and a = 10 nm were summed, with the loss of Variation 1 included. The brightest point lay at x = 125.5 nm at a depth of 100 nm, and at x = 252.0 nm at a depth of 200 nm. These positions were read on a grid of 0.25 nm and are good to about 0.1 nm. The corresponding angles are 51.45° and 51.56°, uncertain in the last digit and within 0.2° of the limit.

**The model and a real flake**

The upper infrared band of hexagonal boron nitride lies between its in-plane TO and LO frequencies, and 1500 cm⁻¹ is well inside it. The parameters used here are rough values for a good crystal, and they vary with sample quality, temperature and boron isotope content. A crystal enriched in ¹⁰B has in-plane phonons higher by tens of cm⁻¹, which raises the angle at 1500 cm⁻¹ by several degrees. The assumption of fixed phonon frequencies matters most among the effects sized here. Suppose that heating lowers both in-plane frequencies by 3 cm⁻¹, an assumed amount, while the drive frequency and e_z stay fixed. This is nearly equivalent to raising the drive frequency, so e_t moves up towards its zero at the LO frequency and |e_t| shrinks. The angle then falls by 0.70°. A dependence of the permittivity on wavevector is less important at this k_x. With a lattice length a_L = 0.25 nm, the scale of the frequency shift is 1370 cm⁻¹ × (0.05 × 0.25)² = 0.21 cm⁻¹; if this lowers the in-plane frequencies, the ratio s = √(−e_t/e_z) changes by an amount worth 0.05°. The ray turns by more, because s now depends on k_x. With |k_z| = k_x s, the ray direction is tan θ = d|k_z|/dk_x = s + k_x ds/dk_x. For a shift proportional to k_x² the second term is twice the change in s, so the angle falls by about 3 × 0.05° = 0.15°. That is an order-of-magnitude estimate. The turn grows as k_x², and on this scale it reaches about 2.5° at k_x a_L = 0.05, so the local angle can fail well before k_x a_L approaches one.

**Variation 1: how far does the ray travel when the phonons are damped?**

Take damping rates of 5 cm⁻¹ in the layers and 4 cm⁻¹ along the axis, again rough values. The permittivities become e_t = −4.462 + 0.188i and e_z = 2.8053 + 0.0005i. At high wavevector k_z² = −(e_t/e_z) k_x². Write e_t = −|Re e_t| (1 − iδ), with δ = 0.188/4.462 = 0.042, and neglect the much smaller axial loss. To first order in δ,

k_z = ±|Re k_z| (1 − iδ/2).

A wave decaying towards +z needs Im k_z > 0, which selects the lower sign. Re k_z is then negative, as found in part (b). For k_x = 0.05 nm⁻¹ the full expression gives k_z = −0.0630 + 0.00133i nm⁻¹. Intensity is proportional to the squared amplitude, so it falls by a factor e over the depth

1/(2 Im k_z) = 376 nm.

Along the ray this is 376 nm / cos 51.6° = 605 nm. A round trip through the flake covers 200 nm of depth and leaves exp(−200/376) = 0.59 of the intensity at this k_x, before any loss on reflection. At high wavevector Im k_z is proportional to k_x, so the finest parts of a narrow ray fade first and the ray broadens as it travels. Its peak can therefore lose more or less than this figure, depending on the range of k_x in the source.

The lifetime gives the same depth. The damped eigenvalue problem yields an energy lifetime of 1.06 ps, and the group speed is 0.00190 c. Multiplying the lifetime by the axial part of the group velocity gives 376 nm again.

Damping hardly turns the ray. Its first-order corrections to k_x/e_z and k_z/e_t are imaginary and drop out of the averaged energy flow, leaving a second-order change. Here the Poynting vector of a single wave turns by +0.007° relative to the lossless ray at the same k_x. The centre of a beam follows the slope d|Re k_z|/dk_x instead and turns by −0.006°. With loss the two directions agree only to first order in the damping.

**Variation 2: what changes if the two signs are exchanged?**

Let e_t > 0 and e_z < 0. The dispersion relation becomes

k_z²/e_t − k_x²/|e_z| = k0²,

so k_z = ±√e_t √(k0² + k_x²/|e_z|) is real for every k_x, and there is no cutoff. Now S_z follows k_z, while S_x opposes k_x. The angle follows as before:

tan θ = (|k_x|/|e_z|) (e_t/|k_z|) = √(e_t/|e_z|) / √(1 + |e_z|/q²).

At q = 0 the ray runs along the axis. As q grows, θ rises to its limit, whereas in the original problem it falls. With the same magnitudes, e_t = 4.47 and e_z = −2.81, the limit is again 51.6°. The limiting angle alone therefore does not reveal which permittivity is negative; the approach to it with increasing q does.

Most of the values used in this sheet are listed in the numerical output below; its turn due to nonlocality is the change in s alone.

Numbers as computed

```
Wavenumber: 1500 cm^-1
Stated in-plane permittivity: -4.47
Stated axial permittivity: 2.81
Ratio -e_t/e_z: 1.5907
tan(theta), high-k limit: 1.2612
Ray angle, high-k limit: 51.59 deg
k0: 9.4248e-04 nm^-1
Example kx: 0.050 nm^-1
Example q = kx/k0: 53.05
Cutoff q = sqrt(e_z): 1.676
Example |kz|: 0.06303 nm^-1
Wavevector angle to axis: 38.42 deg
Ray angle at example kx: 51.604 deg
Finite-k turn: 0.0139 deg
Flake thickness: 100 nm
Lateral shift, one crossing: 126.1 nm
Spot distance on one face: 252.2 nm
In-plane e_inf: 4.87; TO, LO, gamma: 1370, 1610, 5 cm^-1
Axial e_inf: 2.95; TO, LO, gamma: 780, 830, 4 cm^-1
Oscillator model e_t, e_z: -4.4654, 2.8053
Oscillator model limit angle: 51.60 deg
Eigenproblem ray angle at q=2.00: 66.579 deg
Eigenproblem ray angle at q=5.00: 53.247 deg
Eigenproblem ray angle at q=53.05: 51.613 deg
Angle between ray and k: 89.972 deg
Group speed / c: 1.899e-03
Lossy e_t: -4.462 + 0.188 i
Lossy e_z: 2.8053 + 0.00053 i
Lossy kz: -0.06304 + 0.001331 i nm^-1
Energy lifetime: 1.063 ps
Intensity 1/e depth from kz: 375.8 nm
Same depth from lifetime: 375.7 nm
Intensity 1/e range along ray: 605.0 nm
Line-source width parameter: 10 nm
Bright ray at z=100 nm: x=125.50 nm, 51.45 deg
Bright ray at z=200 nm: x=252.00 nm, 51.56 deg
Turn due to loss: 0.0066 deg
Assumed phonon softening: 3.0 cm^-1
Turn due to softening: -0.70 deg
Rough lattice length: 0.25 nm
Nonlocal frequency scale: 0.214 cm^-1
Turn due to nonlocality: -0.050 deg
Guided-mode spacing in kx: 0.0249 nm^-1
```
